# Direct flux of neutrals at the bottom of trenches and vias

Oxygen atoms from a plasma strip photoresist from a wafer whose porous SiCOH low-k dielectric has just been etched. They also reach the dielectric inside the etched features. How many arrive at the bottom without touching a wall first?

Two features are compared. Each has vertical walls, depth $h$ and aspect ratio $A=h/w$. The first is a trench of width $w$, taken as infinitely long until part (d). The second is a circular via of diameter $w$. The point of interest is the centre of the bottom; for the trench this means the midline. The model assumes:

- Just above the mouth, the neutrals are equally dense in every downward direction, whatever their distribution of speeds, and uniform across the mouth.
- They do not collide with each other or with other gas inside the feature.
- Nothing but the walls blocks their straight paths.

The flux $\Gamma$ is the number of atoms arriving per unit area and time, and $\Gamma_0$ is its value on an open flat surface. The *direct* flux counts atoms that have touched no wall.

For numbers, take $w=50$ nm and $h=150$ nm, so $A=3$. The gas is at 20 mTorr and 350 K, and 10 % of its particles are O atoms.

## (a) Which directions carry the flux?

**Find the share of $\Gamma_0$ that arrives from a small solid angle $d\Omega$ at angle $\theta$ from the vertical. Evaluate $\Gamma_0$ for a Maxwellian gas.**

Let $g(v)\,dv\,d\Omega$ be the number of atoms per volume with speed in $dv$ and direction in $d\Omega$. By assumption $g$ does not depend on direction. The atoms that strike an area $dS$ in time $dt$ fill a slanted column of length $v\,dt$ and vertical height $v\cos\theta\,dt$. Its volume is $v\cos\theta\,dt\,dS$, so

$$d\Gamma=\left(\int_0^\infty v\,g(v)\,dv\right)\cos\theta\,d\Omega .$$

Over the half space,

$$\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi .$$

Hence $\Gamma_0=\pi\int v\,g\,dv$. On division the speed integral cancels:

$$\frac{d\Gamma}{\Gamma_0}=\frac{\cos\theta\,d\Omega}{\pi}. \tag{1}$$

In a Maxwellian gas of density $n$ the directions fill $4\pi$, so $\int v\,g\,dv=n\bar v/4\pi$ and $\Gamma_0=n\bar v/4$. With $a=m/2kT$, the mean speed is

$$\bar v=4\pi\left(\frac a\pi\right)^{3/2}\int_0^\infty v^3e^{-av^2}dv
=4\pi\left(\frac a\pi\right)^{3/2}\frac1{2a^2}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}} .$$

The O-atom density is $n=0.10\,p/kT=5.518\times10^{13}$ cm$^{-3}$, and $\bar v=680.6$ m/s $=6.806\times10^4$ cm/s. Therefore

$$\Gamma_0=\tfrac14(5.518\times10^{13})(6.806\times10^4)=9.39\times10^{17}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

## (b) The circular via

**Find the direct flux at the bottom centre of the via.**

Atoms of one given velocity move as a rigidly shifting cloud when nothing deflects them. In steady flow their density is therefore the same all along an unobstructed ray. At the bottom, each direction that looks out through the mouth carries what it carries on the open surface. Each blocked direction carries no direct flux. Equation (1) thus has to be integrated over the open directions.

From the centre, the rim is seen at an angle $\theta_m$ from the vertical, with

$$\tan\theta_m=\frac{w/2}{h}=\frac1{2A}. \tag{2}$$

All azimuths are open up to this angle:

$$\frac{\Gamma_{\rm via}}{\Gamma_0}=\frac1\pi\,2\pi\int_0^{\theta_m}\cos\theta\sin\theta\,d\theta=\sin^2\theta_m .$$

Since $\sin^2=\tan^2/(1+\tan^2)$,

$$\frac{\Gamma_{\rm via}}{\Gamma_0}=\frac{1/4A^2}{1+1/4A^2}=\frac1{1+4A^2}. \tag{3}$$

## (c) The long trench

**Repeat the calculation for the trench.**

Let $x$ run across the trench, $y$ along it and $z$ upwards. Describe a direction from the bottom to the sky by its tilt $\alpha$ along the trench and its angle $\varphi$ in the cross-section:

$$\hat u=(\cos\alpha\sin\varphi,\ \sin\alpha,\ \cos\alpha\cos\varphi).$$

Here $\alpha$ is a latitude measured from the plane perpendicular to $y$, and $\varphi$ is the longitude about $y$. So $d\Omega=\cos\alpha\,d\alpha\,d\varphi$, and $\cos\theta=\hat u_z=\cos\alpha\cos\varphi$.

A ray that has risen to height $h$ has moved sideways by $h\,\hat u_x/\hat u_z=h\tan\varphi$. The tilt $\alpha$ has dropped out. The ray clears the mouth if $|h\tan\varphi|<w/2$, that is, if $|\varphi|<\theta_m$, with the same $\theta_m$ as in (2). The walls do not limit $\alpha$, so

$$\frac{\Gamma_{\rm trench}}{\Gamma_0}=\frac1\pi\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha\int_{-\theta_m}^{\theta_m}\cos\varphi\,d\varphi
=\frac1\pi\cdot\frac\pi2\cdot2\sin\theta_m=\sin\theta_m .$$

The positive root of the step leading to (3) gives

$$\frac{\Gamma_{\rm trench}}{\Gamma_0}=\frac1{\sqrt{1+4A^2}}. \tag{4}$$

At equal $A$ the via factor is the square of the trench factor. The trench restricts one angle and the via restricts both.

## (d) A second route, and a trench of finite length

**Recover (3) and (4) by summing over the area of the mouth. Then bound the flux lost at the middle of a trench of length $L$ with closed ends.**

A mouth element $dx\,dy$ lies at distance $r$ from the bottom centre, with $r^2=h^2+x^2+y^2$ and $\cos\theta=h/r$. It is seen obliquely, so $d\Omega=\cos\theta\,dx\,dy/r^2$. Equation (1) becomes

$$\frac{d\Gamma}{\Gamma_0}=\frac{h^2\,dx\,dy}{\pi\,(h^2+x^2+y^2)^2}. \tag{5}$$

For the disc, with $\rho^2=x^2+y^2$ and $dx\,dy\to2\pi\rho\,d\rho$,

$$\int_0^{w/2}\frac{2h^2\rho\,d\rho}{(h^2+\rho^2)^2}=\left[-\frac{h^2}{h^2+\rho^2}\right]_0^{w/2}
=\frac{w^2/4}{h^2+w^2/4}=\frac1{1+4A^2}.$$

For the infinite strip, put $b^2=h^2+x^2$ and $y=b\tan t$. Then

$$\int_{-\infty}^{\infty}\frac{dy}{(b^2+y^2)^2}=\frac1{b^3}\int_{-\pi/2}^{\pi/2}\cos^2t\,dt=\frac{\pi}{2b^3},$$

and the remaining integral is

$$\frac{h^2}{2}\int_{-w/2}^{w/2}\frac{dx}{(h^2+x^2)^{3/2}}=\frac12\left[\frac{x}{\sqrt{h^2+x^2}}\right]_{-w/2}^{w/2}
=\frac{w/2}{\sqrt{h^2+w^2/4}}=\frac1{\sqrt{1+4A^2}}.$$

Both results are confirmed.

A finite trench lacks the mouth area with $|y|>L/2$. Dropping $h^2+x^2$ from the denominator of (5) makes the integrand larger, which gives an upper bound:

$$\frac{\Delta\Gamma}{\Gamma_0}<\frac{2h^2w}{\pi}\int_{L/2}^\infty\frac{dy}{y^4}=\frac{2h^2w}{\pi}\cdot\frac{8}{3L^3}=\frac{16\,h^2w}{3\pi L^3}. \tag{6}$$

For $L=1000$ nm this bound is 1.16 % of the direct trench flux. Numerical integration of (5) gives a loss of 1.05 %. The trench therefore counts as long at its middle; near its ends it does not.

## (e) Limits and numbers

**Examine shallow and deep features, and evaluate the example. Does the share of open sky give the same answer?**

For $A\ll1$ the factors are $1-2A^2$ for the trench and $1-4A^2$ for the via, to leading order. Both tend to 1, as they must for a flat surface. For $A\gg1$,

$$\frac{\Gamma_{\rm trench}}{\Gamma_0}\to\frac1{2A},\qquad \frac{\Gamma_{\rm via}}{\Gamma_0}\to\frac1{4A^2}.$$

Doubling the depth of a deep feature at fixed width halves the direct flux in the trench and quarters it in the via.

For $A=3$, $1+4A^2=37$ and $\theta_m=9.46^\circ$. The direct fluxes are

$$\Gamma_{\rm trench}=0.1644\,\Gamma_0=1.54\times10^{17}\ \text{cm}^{-2}\,\text{s}^{-1},$$
$$\Gamma_{\rm via}=0.02703\,\Gamma_0=2.54\times10^{16}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

Their ratio is $\sqrt{37}=6.08$.

The open share of the half space's solid angle $2\pi$ lacks the factor $\cos\theta$. It is

$$\text{via: }\frac{2\pi(1-\cos\theta_m)}{2\pi}=1-\cos\theta_m,\qquad
\text{trench: }\frac1{2\pi}\cdot2\cdot2\theta_m=\frac{2\theta_m}{\pi}.$$

These are 0.0136 and 0.105, well below the flux factors. Steep directions carry more than the average flux per solid angle. In a deep via all open directions are steep: there $\cos\theta\approx1$, against a mean of $\tfrac12$ over the half space, so the flux factor is nearly twice the solid-angle share.

## (f) Atoms returned by the walls

**Suppose each hit on an interior surface removes an atom with probability $s$, and otherwise returns it with equal intensity in all directions. How is the total flux at the bottom centre related to the direct flux?**

Let $G(P)$ be the total flux arriving at surface point $P$. That point returns $(1-s)G(P)$. Since the returned atoms leave with equal intensity in all directions, a ray from $P$ carries what it would carry from an isotropic gas whose open-surface flux is $(1-s)G(P)$. Looking back from the bottom centre, equation (1) gives

$$\frac{G}{\Gamma_0}=\int\frac{\cos\theta\,d\Omega}{\pi}\times
\begin{cases}1,&\text{ray leaves through the mouth}\\(1-s)\,G(P)/\Gamma_0,&\text{ray meets the surface at }P.\end{cases}$$

The weight $\cos\theta\,d\Omega/\pi$ integrates to 1, so it can be read as a probability for the direction. Inserting the same equation for $G(P)$, and repeating, traces a random path backwards until it leaves the feature:

$$\frac{G}{\Gamma_0}=\sum_{k=0}^\infty P_k\,(1-s)^k, \tag{7}$$

where $P_k$ is the probability of leaving after $k$ surface hits. The term $P_0$ is the direct factor (3) or (4). No term is negative, so in this model the direct flux is a lower bound on the total. The two coincide at $s=1$. At $s=0$ the sum is $\sum P_k=1$: without losses the bottom receives the full $\Gamma_0$ at any finite depth.

For $A=3$, sampling 200,000 backward paths per feature gives these values of $G/\Gamma_0$:

- $s=1$ (direct flux, from (3) and (4)): trench 0.164, via 0.027
- $s=0.5$: trench 0.231, via 0.046
- $s=0.1$: trench 0.569, via 0.250

Sampling noise leaves the last digit of the four sampled totals uncertain by about one unit. A separate balance of the fluxes exchanged between small surface elements agrees with them within 3 %.

At $s=0.1$ the direct part is 29 % of the total in the trench and 11 % in the via. The trench-to-via ratio falls from 6.08 to about 2.3. Formulas (3) and (4) thus describe the supply of radicals that are nearly all lost at first contact. For weakly reacting radicals they give the direct term of (7) and no more.

## (g) Collisions, wafer consumption and a narrowed mouth

**Estimate the effect of the remaining assumptions on the direct flux.**

*Gas collisions.* An O atom of mass $m$ moves among molecules of mass $M$, density $n_g$ and collision cross-section $\sigma$. Each component of the relative velocity has variance $kT/m+kT/M$, so the mean relative speed is $\bar v\sqrt{1+m/M}$. The collision rate is $n_g\sigma$ times this speed, and the mean free path is

$$\lambda=\frac{\bar v}{n_g\sigma\bar v\sqrt{1+m/M}}=\frac1{n_g\sigma\sqrt{1+m/M}} .$$

Treat the whole gas as O$_2$, so $m/M=\tfrac12$, and take a rough collision diameter of 0.3 nm. Then $\lambda=5.2$ mm. A direct path has length $h/\cos\theta$. Averaged over the direct flux in the trench it is

$$\bar\ell=\frac{\int (h/\cos\theta)\cos\theta\,d\Omega}{\int\cos\theta\,d\Omega}=\frac{4\theta_m h}{\pi\sin\theta_m}=192\ \text{nm}.$$

The collision chance is about $\bar\ell/\lambda=3.7\times10^{-5}$, which is negligible.

*Consumption by the wafer.* If the wafer as a whole consumes a fraction $\beta$ of the arriving atoms, the gas above it drifts downwards and is not quite isotropic. Let $I$ be the flux per solid angle through an area facing the beam, and let $\mu$ be the cosine of the angle between the motion and the downward vertical. To first order in $\mu$, $I=c_0+c_1\mu$. The arriving flux and the net flux are

$$2\pi\int_0^1(c_0+c_1\mu)\mu\,d\mu=\pi c_0+\frac{2\pi c_1}{3}=\Gamma_0,\qquad
2\pi\int_{-1}^1(c_0+c_1\mu)\mu\,d\mu=\frac{4\pi c_1}{3}=\beta\Gamma_0 .$$

The second gives $c_1=3\beta\Gamma_0/4\pi$, and the first then gives $c_0=(\Gamma_0/\pi)(1-\beta/2)$. For arriving atoms $\mu=\cos\theta$, so

$$I=\frac{\Gamma_0}{\pi}\left[1-\frac\beta2+\frac{3\beta}4\cos\theta\right].$$

The bracket multiplies the weight in (1). Its constant part rescales the earlier results. The $\cos\theta$ part needs $2\int_0^{\theta_m}\cos^2\theta\sin\theta\,d\theta=\tfrac23(1-\cos^3\theta_m)$ for the via. For the trench it needs $\int\cos^3\alpha\,d\alpha=\tfrac43$ and $\int_{-\theta_m}^{\theta_m}\cos^2\varphi\,d\varphi=\theta_m+\sin\theta_m\cos\theta_m$. Hence

$$\frac{\Gamma_{\rm via}}{\Gamma_0}=\left(1-\frac\beta2\right)\sin^2\theta_m+\frac\beta2\left(1-\cos^3\theta_m\right),$$
$$\frac{\Gamma_{\rm trench}}{\Gamma_0}=\left(1-\frac\beta2\right)\sin\theta_m+\frac\beta\pi\left(\theta_m+\sin\theta_m\cos\theta_m\right).$$

With $\Gamma_0$ held fixed, $\beta=0.1$ raises the direct flux by 1.3 % in the trench and 2.4 % in the via. For full consumption, $\beta=1$, the estimates are 13 % and 24 %. The via gains more because its open directions are all steep, where the bracket is largest.

*A narrowed mouth.* If a deposit narrows the mouth from 50 to 45 nm at fixed depth, the mouth width sets $\theta_m$, and $A$ becomes $150/45$. The direct flux falls by 9.8 % in the trench and 18.6 % in the via. This is close to the deep-feature scaling with $w$ and $w^2$.

**How does the example compare with a real resist strip?** The dimensions and a pressure of tens of mTorr are in the range used for low-k interconnects. The O-atom fraction depends strongly on the plasma source, and $s=\beta=0.1$ is a rough value that varies with surface and temperature. Oxygen atoms damage SiCOH by removing its methyl groups, so their supply inside a feature matters. At $s=0.1$, the largest of the errors estimated here would come from taking the direct flux for the total, which is right only if every atom is lost at its first wall contact. With $s=0.1$ the modelled flux at the bottom centre is about 3.5 times the direct value in the trench and 9 times in the via. For less reactive walls the ratios are larger, and they approach 6.1 and 37 as $s\to0$. The collisions, wafer consumption and narrowed mouth estimated above move the direct flux by at most about a fifth at $\beta=0.1$. Resist still standing on the dielectric adds its thickness to $h$ until it is stripped. With the same opening, 50 nm of resist makes $A=4$ and lowers the direct flux by 25 % in the trench and 43 % in the via. Real walls are also porous, so a single $s$ is an effective number, and ions, which arrive in a narrow beam, lie outside this model. The numerical output lists the direct factors for other aspect ratios.

## Values computed for the example and the checks

```
Direct flux / open-surface flux
  A =  0.5: trench 0.7071, via 0.50000
  A =  1.0: trench 0.4472, via 0.20000
  A =  2.0: trench 0.2425, via 0.05882
  A =  3.0: trench 0.1644, via 0.02703
  A =  5.0: trench 0.0995, via 0.00990
  A = 10.0: trench 0.0499, via 0.00249
Example inputs
  width or diameter 50 nm, depth 150 nm
  trench length 1000 nm, A = 3.0
  gas pressure 20 mTorr, T 350 K
  O-atom fraction 0.10
  collision diameter 0.30 nm (rough)
  loss probability s = beta = 0.10 (rough)
Geometry
  mouth half-angle 9.462 degrees
  solid-angle share: trench 0.1051, via 0.01361
  direct trench/via ratio 6.083
Fluxes of O atoms
  O-atom density 5.518e+13 cm^-3
  mean speed 680.6 m/s
  open surface 9.389e+17 cm^-2 s^-1
  trench, direct 1.543e+17 cm^-2 s^-1
  via, direct 2.537e+16 cm^-2 s^-1
Total flux with re-emission / open-surface flux
  s = 0.5: trench 0.231, via 0.046
  s = 0.1: trench 0.569, via 0.250
  total trench/via ratio at s = 0.1: 2.28
Other neglected effects
  finite length: trench loses 1.05 %
  upper bound on that loss 1.16 %
  mean free path 5.23 mm
  mean direct path in trench 191.9 nm
  collision chance on that path 3.7e-05
  wafer consumption beta = 0.1: trench +1.3 %, via +2.4 %
  wafer consumption beta = 1.0: trench +13.4 %, via +24.5 %
  mouth narrowed by 5 nm: trench -9.8 %, via -18.6 %
```
